# Cubic outward deflection by an extended magnetic hexapole and spherical-aberration correction

## Hexapole correction of a round lens

Anyone who models an electron-beam column that contains a hexapole must decide whether it may be entered as a thin element, a single kick in one plane. For the three-fold deflection of a weak hexapole this is a good approximation. For the correction of spherical aberration it fails, because the term a long hexapole contributes is proportional to the cube of its length at fixed field and is absent from a single thin kick. This section derives that term, shows why two hexapoles are needed to use it, and finds the excitation that corrects a given lens.

### Equation of motion

Let the axis be $z$, and write the transverse position as $w=x+iy$, with $r=|w|$. A bar denotes complex conjugation and a prime $d/dz$. Inside a long hexapole the static field follows from $\mathbf B=\nabla\chi$ with $\chi=\tfrac13\,\mathrm{Im}(Sw^3)$. Differentiation gives $B_x=\mathrm{Im}(Sw^2)$ and $B_y=\mathrm{Re}(Sw^2)$, so

$$B_y+iB_x=S\,w^2. \tag{1}$$

The modulus of $S$ is the field per squared distance from the axis; its phase is the orientation of the poles.

An electron has charge $-e$ and moves nearly along $z$ with speed $v$. From $\mathbf F=-e\,\mathbf v\times\mathbf B$ one finds $F_x=evB_y$ and $F_y=-evB_x$, hence $F_x+iF_y=ev(B_y-iB_x)=ev\,\bar S\bar w^2$. The speed is constant, so the force equals $\gamma m v^2w''$ for small slopes, where $\gamma$ is the Lorentz factor. With momentum $p=\gamma mv$,

$$w''=k\,\bar w^2,\qquad k=\frac{e\bar S}{p}. \tag{2}$$

Here $k$ has the dimension of inverse length cubed. For a ray that enters parallel to the axis the slope is of order $r^2$. The small-slope approximation therefore neglects forces of relative order $|w'|^2\sim r^4$, that is, deflections of order $r^6$, and does not touch the cubic term.

### Perturbation in the strength

The hexapole has sharp edges at $z=0$ and $z=L$. The ray enters with $w=w_0$, $|w_0|=r$ and $w'=0$. Write $w=w_0+w_1+w_2+\dots$, where $w_n$ is of order $n$ in the strength. Since $\bar w^2=\bar w_0^2+2\bar w_0\bar w_1+\dots$, equation (2) separates into

$$w_1''=k\bar w_0^2,\qquad w_2''=2k\,\bar w_0\bar w_1. \tag{3}$$

Two integrations of the first equation give

$$w_1'=k\bar w_0^2z,\qquad w_1=\tfrac12k\bar w_0^2z^2. \tag{4}$$

The conjugate is $\bar w_1=\tfrac12\bar k w_0^2z^2$. Inserting it in the second equation, and using $\bar w_0w_0^2=r^2w_0$, gives

$$w_2''=|k|^2r^2w_0\,z^2,\quad w_2'=\tfrac13|k|^2r^2w_0z^3,\quad w_2=\tfrac1{12}|k|^2r^2w_0z^4. \tag{5}$$

The slope at the exit is therefore

$$w'(L)=kL\,\bar w_0^2+\tfrac13|k|^2L^3r^2w_0+\dots \tag{6}$$

The second term points along $+w_0$: it is outward, has magnitude $\tfrac13|k|^2L^3r^3$, and is the same at every azimuth. Reversing the current or turning the poles changes the phase of $k$ but not $|k|^2$.

The sign has a simple origin. Where the hexapole pushes a ray outward, the ray moves into a stronger field and is pushed more. Where it pushes inward, the ray moves into a weaker field and is pushed less. In both cases the change is outward. Where the force is tangential, the displacement turns the local force towards the outward direction.

If $L\to0$ with the kick strength $kL$ fixed, the cubic term becomes $\tfrac13|kL|^2L\,r^3$ and vanishes. The ray needs length in which its displacement can grow while the field still acts.

### Range of validity

The ratio of the cubic to the three-fold slope in (6) is $\epsilon/3$, with

$$\epsilon=|k|\,r\,L^2. \tag{7}$$

To see how the radial term itself changes, two more orders are needed. The third order obeys $w_3''=k(2\bar w_0\bar w_2+\bar w_1^2)$. With (4) and (5), and two integrations of $z^4$,

$$w_3=|k|^2\left(\tfrac16k r^2\bar w_0^2+\tfrac14\bar k w_0^4\right)\frac{z^6}{30}. \tag{8}$$

The fourth order obeys $w_4''=2k(\bar w_0\bar w_3+\bar w_1\bar w_2)$. In the first product, the first part of (8) gives $|k|^4r^4w_0z^6/90$; the second part gives a term in $\bar w_0^5$, which has no radial component after averaging over azimuth. The second product gives $|k|^4r^4w_0z^6/12$. Their sum is $\tfrac{17}{180}|k|^4r^4w_0z^6$, and integration supplies $L^7/7$. Division by the cubic slope yields

$$\frac{\text{mean radial slope}}{\tfrac13|k|^2L^3r^3}=1+\tfrac{17}{420}\,\epsilon^2+\dots \tag{9}$$

At $\epsilon=0.30$ the correction in (9) is $0.00364$; Runge–Kutta integration of the Lorentz force, averaged over twelve azimuths, gives $0.00367$. The expansion is thus good well beyond the strength needed below.

### Edges of finite width

Let the strength be $k\,h(z)$, with $h$ rising smoothly from 0 to 1 and back. The first displacement is $w_1(z)=k\bar w_0^2\int_{s<z}(z-s)h(s)\,ds$. Inserting its conjugate in (3) gives twice an integral over $s<z$. The integrand is symmetric once $z-s$ is replaced by $|z-s|$, so this equals the integral over the full plane:

$$w_2'=|k|^2r^2w_0\,J,\qquad J=\iint|z-s|\,h(z)h(s)\,dz\,ds. \tag{10}$$

For sharp edges $J=L^3/3$, as in (6). For any $h\ge0$ the result is positive, so the deflection remains outward.

A varying $h$ also brings other field components. Laplace's equation requires $\chi=\tfrac13\mathrm{Im}(Sw^3)\,(h-r^2h''/16+\dots)$, because the transverse Laplacian of $r^2w^3$ is $16w^3$. The added transverse field is of order $r^4$. The longitudinal field is of order $r^3$ and acts through a slope of order $r^2$, giving a force of order $r^5$. Neither changes the cubic coefficient.

### Removing the three-fold deflection

One hexapole cannot correct a lens, since its first term in (6) is much larger than its second. The remedy is a second, equal hexapole, reached through two round lenses of focal length $f_t$. The distances are $f_t$ from the first hexapole's centre to a lens, $2f_t$ between the lenses, and $f_t$ to the second centre.

Follow a ray with position $w$ and slope $s$ at the first centre. At the first lens its height is $w+f_ts$, and its slope becomes $s-(w+f_ts)/f_t=-w/f_t$. At the second lens its height is $w+f_ts-2w=-w+f_ts$, and its slope becomes $-w/f_t-(-w+f_ts)/f_t=-s$. At the second centre its position is $-w+f_ts-f_ts=-w$. Thus

$$(w,s)\;\to\;(-w,-s). \tag{11}$$

The lenses carry opposite excitations, so their image rotations cancel and the two hexapoles can have the same orientation.

After the doublet use $u=-w$. Position and slope then pass unchanged from centre to centre, while (2) becomes $u''=-k\bar u^2$. The second hexapole acts as one of opposite sign placed on top of the first.

Measure $z$ from the centre. The first hexapole leaves the ray at $z=L/2$ with the displacement and slope of (4) and (5). Extended back to the centre, its straight exit line has displacement $\tfrac12kL^2\bar w_0^2-\tfrac L2\,kL\bar w_0^2=0$ at first order, and

$$\left(\tfrac1{12}-\tfrac16\right)|k|^2L^4r^2w_0=-\tfrac1{12}|k|^2L^4r^2w_0 \tag{12}$$

at second order. The line entering the second hexapole is therefore $u=w_0+kL\bar w_0^2z$ up to terms of order $r^3$, whose effect on the next force is of order $r^4$. Along this line the force is

$$-k\bar u^2=-k\bar w_0^2-2|k|^2L\,r^2w_0\,z+O(r^4). \tag{13}$$

Integrated from $-L/2$ to $L/2$, the first term gives $-kL\bar w_0^2$ and cancels the three-fold slope of the first hexapole. The second gives zero because $\int z\,dz=0$. The second hexapole's action on the displacement it has itself produced is quadratic in strength, so it adds another $+\tfrac13|k|^2L^3r^2w_0$. The net slope is

$$u'=\tfrac23|k|^2L^3r^2w_0. \tag{14}$$

The cubic displacement at the centre also cancels. A slope change at $z$ shifts the back-extended position by $-z$ times that change, so the second term of (13) contributes $2|k|^2Lr^2w_0\int z^2dz=\tfrac16|k|^2L^4r^2w_0$. The second hexapole's own action adds $-\tfrac1{12}$ in the same unit, as in (12), and $-\tfrac1{12}+\tfrac16-\tfrac1{12}=0$. Through third order, the pair acts on a parallel ray as a purely angular, outward, cubic kick.

### Condition for correction

Let the final lens have focal length $f$ and spherical-aberration coefficient $C_s$. A parallel ray at height $r$ converges at angle $\alpha=r/f$ and misses the focus by $-C_s\alpha^3$. This equals $f$ times an extra slope, so that slope is $-C_sr^3/f^4$.

The doublet lenses, with coefficient $C_t$, add to the burden. Model each as a thin lens whose extra kick depends on ray height alone. A kick $\kappa$ at the first lens arrives at the second centre as slope $\kappa$ and position $-f_t\kappa$ in the coordinate $u$. The second lens contributes slope $\kappa$ and position $+f_t\kappa$. The positions cancel and the slopes add to $2\kappa$, with $\kappa=-C_tr^2w_0/f_t^4$. The error in the focal plane is thus

$$\Delta=f\left(\tfrac23|k|^2L^3-\Lambda\right)r^3,\qquad \Lambda=\frac{C_s}{f^4}+\frac{2C_t}{f_t^4}, \tag{15}$$

and it vanishes when

$$|k|^2=\frac{3\Lambda}{2L^3}. \tag{16}$$

The distance $d$ from the second centre to the final lens does not appear. A cubic slope changes the height at the lens by a cubic amount, which alters the lens aberration only at fifth order. This holds for a source point on the axis.

### A 100 keV writing column

Take rough values for a 100 keV Gaussian-beam writer: $f=C_s=40$ mm, edge-ray height $r=0.40$ mm, and hence $\alpha=10$ mrad. The hexapoles have $L=30$ mm and bore radius $a=5$ mm; the doublet has $f_t=C_t=100$ mm, and $d=100$ mm. Then

$$\Lambda=(1.5625+0.2000)\times10^{-5}=1.7625\times10^{-5}\ \mathrm{mm^{-3}}.$$

Equation (16) gives $k=\sqrt{1.5\,\Lambda/(30\ \mathrm{mm})^3}=3.13\times10^{-5}\ \mathrm{mm^{-3}}$. With $p/e=1.117$ mT m, the field coefficient is $S=kp/e=35.0\ \mathrm{T/m^2}$. The pole-tip field is $Sa^2=0.87$ mT. If the iron's reluctance is negligible, each pole needs $Sa^3/(3\mu_0)=1.16$ ampere-turns.

The value $C_t=f_t$ is optimistic. A weak magnetic lens whose axial field is a Gaussian of half-width $a_t$ has $C_t\approx0.35f_t^3/a_t^2$. Ray tracing at $f_t=100$ mm gives about 3600 mm for $a_t=10$ mm, 960 mm for 20 mm and 280 mm for 40 mm, where the lens field already reaches 4% of its peak at the end of the hexapole. With $a_t=20$ mm the load becomes $\Lambda=3.5\times10^{-5}\ \mathrm{mm^{-3}}$ and $k$ rises by a factor 1.4; with 10 mm the figures are $8.8\times10^{-5}\ \mathrm{mm^{-3}}$ and 2.2. The numbers below keep $C_t=100$ mm and so understate the doublet's share, the excitation and the three-fold error.

Here $\epsilon=0.0113$. One hexapole gives a three-fold slope of 150 µrad and a cubic slope of 0.564 µrad. Used alone it would spread the edge rays by about 6 µm at the focus. The pair leaves the cubic slope of 1.128 µrad, which over $f=40$ mm supplies the 45.1 nm required by (15).

With the hexapoles switched off and the doublet in place, the edge ray misses the focus by 45.1 nm. Refocusing reduces this: with $x$ the relative height, the error is proportional to $x^3-qx$, and $q=3/4$ makes its magnitude $1/4$ both at $x=1/2$ and at the edge. The refocused blur radius is therefore 11.3 nm. A column built without the corrector needs no doublet either; its edge error is 40.0 nm and its refocused blur radius 10.0 nm. Runge–Kutta ray tracing of the corrected column leaves less than 0.1 nm at the edge and 0.003 nm at half the height. The ratio is close to $2^5$, as for a fifth-order residue. One contribution is the height change over $d$, of magnitude $3f(C_s/f^4)^2d\,r^5=0.03$ nm; the others were not separated.

### What limits the real column

Spherical aberration is then no longer the main limit. The power of a thin magnetic lens varies as $p^{-2}$, so a momentum error $\delta p$ moves the edge ray by $2(\delta p/p)\,r(1+2f/f_t)$, the second term coming from the doublet. An energy offset of 0.5 eV gives 3.9 nm. The diffraction radius $0.61\lambda/\alpha$ is 0.23 nm for $\lambda=3.70$ pm.

The assumption of equal hexapoles is demanding. A relative imbalance of $10^{-4}$ leaves that fraction of the 6.0 µm three-fold error, or 0.6 nm. Position matters as well. If the second centre lies a distance $\delta$ beyond the conjugate plane, $z$ in (13) becomes $z+\delta$ and the second term leaves the slope $-2|k|^2L^2\delta\,r^2w_0$, a fraction $-3\delta/L$ of (14). A shift of 1 mm undercorrects by about 4.5 nm. The same term lets two thin kicks of strength $kL$ with $\delta=-L/3$ reproduce (14), leaving about 0.4 nm at the edge in this column. At a pole-tip field below 1 mT, remanence and stray fields deserve attention, though they are not modelled here. Sharp edges are also unreal. For $h=\tfrac12[\tanh((z+L/2)/b)-\tanh((z-L/2)/b)]$ with an assumed $b=3$ mm, quadrature of (10) gives $J=1.046\,L^3/3$. Keeping the sharp-edge excitation would overcorrect by 4.6% of 45.1 nm, about 2 nm; lowering $k$ by 2.2% restores the balance.

A source shift that moves the image 1 µm off axis adds about 0.8 nm of blur in the ray trace. Most of this is coma from the final lens: the beam is displaced there by $\eta=d\times(1\ \text{µm})/f=2.5$ µm, and the largest change of the aberration is $3f(C_s/f^4)r^2\eta=0.75$ nm. Deflection after the corrector, as used to scan a writing field, is a separate problem.

Electron repulsion is less certain. At a rough beam current of 1 nA the mean spacing along the beam is 26 mm, and for random arrivals about 3% of electrons have a neighbour within 0.4 mm along the axis. Two electrons side by side and 0.4 mm apart over a straight path of 0.5 m would shift by about 0.8 nm at the focus. This is no bound, since the beam crosses over inside the doublet, where repulsion is stronger.

The choice of aperture follows from these scalings. In a column without hexapoles and doublet, halving $\alpha$ cuts the refocused spherical blur by eight, from 10.0 to 1.25 nm, and the chromatic error by two, from 2.2 to 1.1 nm. Adding the corrector at this smaller aperture would remove the spherical part, but its doublet would raise the chromatic error to 2.0 nm. The corrector's main use is to keep the 10 mrad aperture, which has four times the solid angle of 5 mrad but, with the 3.9 nm chromatic error, also a larger blur. The fair comparison is at equal blur. With spherical, chromatic and diffraction radii added in quadrature, the column without corrector reaches 3.9 nm at about 7 mrad, so at fixed brightness and source-image size the corrector gains about a factor of two in current (2.5 if the radii are added linearly). A larger gain requires a smaller chromatic error.

Numerical values quoted here were computed with a short program.
